# Grid Frequency of a Stationary Cold Plasma with Linear Weighting

Before a particle-in-cell calculation of a plasma is started, a cell size must be chosen, and with it the shortest wave whose frequency can be trusted. For a cold plasma at rest in one dimension, treated with linear weighting and centred-difference fields, the frequency error follows from one formula: a wave of wavenumber $k$ on cells of width $\Delta x$ oscillates at $\omega_p\cos(k\Delta x/2)$ instead of at the plasma frequency $\omega_p$. If a relative frequency error of 1% is allowed, the wavelength must span about 22 cells. The formula includes the response at every wavelength that the grid cannot tell apart from the intended one.

The model is one-dimensional, periodic and electrostatic. On a two-dimensional grid the cosine holds for waves along a grid axis but not for oblique ones: a diagonal wave with $k_x\Delta x=k_y\Delta x=\pi/4$ oscillates at $0.877\omega_p$, not at the $0.850\omega_p$ that the cosine of $|k|\Delta x/2$ would give. Electrons of charge $q=-e$, mass $m$ and mean density $n_0$ are uniformly distributed and initially at rest, and fixed ions neutralise them. Time is continuous, and the electron displacement $\xi(x,t)$ is small enough for terms of second order to be dropped. The electrons are first treated as a continuous fluid; particles at separate positions are taken up later. Waves vary as $e^{ikx-i\omega t}$, with

$$
\omega_p^2=\frac{n_0e^2}{\varepsilon_0m},\qquad \theta=\frac{k\Delta x}{2},\qquad 0<|\theta|\le\frac{\pi}{2}.
$$

The case $k=0$ is excluded because the periodic field solver supplies no mean field, and hence no restoring force for a uniform displacement.

The nodes lie at $X_j=j\Delta x$. At a node, the waves with wavenumbers

$$
k_p=k+\frac{2\pi p}{\Delta x},\qquad p=0,\pm1,\pm2,\ldots
$$

have equal values, because $e^{ik_pX_j}=e^{ikX_j}e^{2\pi ipj}=e^{ikX_j}$. These waves are the aliases of $k$. They differ between the nodes, where the electrons are, so all of them must be kept in the electron motion.

Linear weighting uses $W(u)=1-|u|/\Delta x$ for $|u|<\Delta x$ and zero elsewhere. The perturbed electron charge density $\sum_p\rho_pe^{ik_px}$ therefore gives the node value

$$
\rho_j=\frac1{\Delta x}\int W(X_j-x)\sum_p\rho_pe^{ik_px}\,dx
=Re^{ikX_j},\qquad R=\sum_pS_p\rho_p,
$$

where $S_p=S(k_p)$ is the transform of the weight. Since $W$ is even, one integration by parts gives

$$
\begin{aligned}
S(k)&=\frac2{\Delta x}\int_0^{\Delta x}\left(1-\frac u{\Delta x}\right)\cos(ku)\,du\\
&=\frac{2[1-\cos(k\Delta x)]}{(k\Delta x)^2}
=\left[\frac{\sin(k\Delta x/2)}{k\Delta x/2}\right]^2 .
\end{aligned}
$$

The boundary term vanishes because the weight is zero at $u=\Delta x$ and the sine is zero at $u=0$.

The potential at the nodes obeys the three-point Poisson equation,

$$
\frac{\phi_{j+1}-2\phi_j+\phi_{j-1}}{\Delta x^2}=-\frac{\rho_j}{\varepsilon_0}.
$$

For a wave, the left side is $2[\cos(k\Delta x)-1]\phi_j/\Delta x^2$. Hence

$$
K^2\hat\phi=\frac R{\varepsilon_0},\qquad K=\frac{2\sin\theta}{\Delta x}.
$$

The centred difference $E_j=-(\phi_{j+1}-\phi_{j-1})/(2\Delta x)$ gives

$$
\hat E=-i\kappa\hat\phi=-\frac{i\kappa}{\varepsilon_0K^2}R,\qquad
\kappa=\frac{\sin(k\Delta x)}{\Delta x}.
$$

The field at an electron is interpolated with the same weight, $E(x)=\sum_jW(x-X_j)E_j$. Apart from the factor $e^{ikx}$ this function has period $\Delta x$, so it is a sum of the aliases. Its coefficient at $k_p$ is

$$
\begin{aligned}
E_p&=\frac1{\Delta x}\int_0^{\Delta x}\sum_jW(x-X_j)\hat Ee^{ikX_j}e^{-ik_px}\,dx\\
&=\frac{\hat E}{\Delta x}\int_{-\infty}^{\infty}W(u)e^{-ik_pu}\,du=S_p\hat E .
\end{aligned}
$$

The second line uses $e^{ikX_j}=e^{ik_pX_j}$ and $u=x-X_j$; the shifted cells then cover the whole line once. One grid wave thus pushes the electrons at all the aliases.

There is no field in equilibrium, so to first order the force may be taken at the undisplaced position. Newton's law and the continuity relation $\delta n=-n_0\,\partial\xi/\partial x$ give

$$
-m\omega^2\xi_p=qS_p\hat E,\qquad
\rho_p=-ik_pqn_0\xi_p=\frac{iq^2n_0}{m\omega^2}k_pS_p\hat E .
$$

Each $\rho_p$ is deposited with a second factor $S_p$. Summing and inserting $\hat E$ gives

$$
R=\frac{iq^2n_0}{m\omega^2}\left(-\frac{i\kappa R}{\varepsilon_0K^2}\right)\sum_pk_pS_p^2 .
$$

Since $i(-i)=1$ and $R\ne0$ for an oscillation with grid charge,

$$
\omega^2=\omega_p^2\frac{\kappa}{K^2}\sum_{p=-\infty}^{\infty}k_pS_p^2 .
$$

To evaluate the sum, note that $k_p\Delta x/2=\theta+p\pi$ and that $\sin^4(\theta+p\pi)=\sin^4\theta$. Therefore

$$
\sum_pk_pS_p^2=\frac{2\sin^4\theta}{\Delta x}\sum_p\frac1{(\theta+p\pi)^3}.
$$

The remaining sum follows from the Fourier series of $\cos(ax)$ on $-\pi\le x\le\pi$, with $a$ not an integer. Its coefficients are

$$
c_n=\frac1{2\pi}\int_{-\pi}^{\pi}\cos(ax)\cos(nx)\,dx
=\frac{(-1)^n\sin(\pi a)}{2\pi}\left[\frac1{a+n}+\frac1{a-n}\right].
$$

The periodic continuation is continuous, so the series may be evaluated at $x=\pi$, where $e^{in\pi}=(-1)^n$ cancels the alternating sign. In a sum over $-N\le n\le N$ the two fractions contribute equally. With $\theta=\pi a$ and $N\to\infty$ this gives

$$
\cot\theta=\lim_{N\to\infty}\sum_{p=-N}^{N}\frac1{\theta+p\pi}.
$$

The differentiated series converge uniformly on any closed interval free of poles, so differentiation term by term is allowed. The first derivative gives $\sum_p(\theta+p\pi)^{-2}=1/\sin^2\theta$. Differentiating again and dividing by $-2$ gives

$$
\sum_p\frac1{(\theta+p\pi)^3}=\frac{\cos\theta}{\sin^3\theta}.
$$

Consequently

$$
\sum_pk_pS_p^2=\frac{2\sin\theta\cos\theta}{\Delta x}=\kappa,
$$

and the frequency is

$$
\omega^2=\omega_p^2\frac{\kappa^2}{K^2}=\omega_p^2\cos^2\theta,
\qquad \boxed{\omega=\omega_p\cos\frac{k\Delta x}{2}} .
$$

The positive root is meant; the cosine is not negative in the stated range. As a test, the alias sum was evaluated with $|p|\le2000$ at twelve values of $\theta$ from 0.05 to 1.5. The resulting frequencies agreed with the cosine to within $10^{-6}\omega_p$.

The intermediate form $\omega=\omega_p|\kappa/K|$ shows how the result depends on the field solver. If $K^2$ were replaced by the continuum value $k^2$, with the weighting and the centred difference kept, the frequency would be $\omega_p|\sin(k\Delta x)/(k\Delta x)|$. The cosine therefore depends on the three-point Poisson equation. It depends on the weighting as well: quadratic weighting, $S=(\sin\theta/\theta)^3$, gives $0.901\omega_p$ instead of $0.924\omega_p$ at $k\Delta x=\pi/4$. With nearest-grid-point weighting, $S=\sin\theta/\theta$, the alias sum taken symmetrically in $p$ is $(2\sin^2\theta/\Delta x)\cot\theta=\kappa$, but this agreement is only formal. That sum converges conditionally, and the node charge changes only through particles that cross the point where the field jumps, so the force cannot be taken at the undisplaced position and the cosine cannot be relied on for that weighting.

Keeping the $p=0$ term alone gives instead

$$
\omega_{p=0}=\omega_p\left[\cos\theta\left(\frac{\sin\theta}{\theta}\right)^3\right]^{1/2}.
$$

At $k\Delta x=\pi/4$ this is $0.92465\omega_p$, against $0.92388\omega_p$ from the full sum, and the aliases hardly matter. At $k\Delta x=3\pi/4$ it is $0.4296\omega_p$ against $0.3827\omega_p$, which is 12% too high. Adding $p=\pm1$ brings the value down to $0.3853\omega_p$. For $k>0$ the alias $p=-1$ has a negative wavenumber and contributes with the opposite sign; it outweighs $p=+1$ because $|k_{-1}|<k_1$. Near the shortest grid wave the $p=0$ expression vanishes as $\sqrt{\cos\theta}$ while the full result vanishes as $\cos\theta$, so the relative error of the truncated form grows without bound.

For long waves,

$$
\frac{\omega}{\omega_p}=1-\frac{(k\Delta x)^2}{8}+O[(k\Delta x)^4].
$$

A relative error $\delta$ thus requires $k\Delta x\lesssim\sqrt{8\delta}$, which for $\delta=0.01$ gives the 22 cells per wavelength quoted at the start. At the other end, $k\Delta x=\pi$, the node potential alternates in sign. The two neighbours of any node then have equal potentials, the centred difference vanishes, and the charge feels no restoring force. Between these limits the grid also gives the wave a group velocity,

$$
\frac{d\omega}{dk}=-\frac{\omega_p\Delta x}{2}\sin\theta,
$$

whereas a cold stationary plasma without a grid has none. A wave packet drifts against its phase velocity for a purely numerical reason.

A calculation uses particles at separate positions, and these can be treated without any alias sum. Let every cell hold $N$ particles in the same arrangement, with mean fractional position $f$ measured from the left node, and let no particle cross a node. Let $\bar\xi_j$ be the mean displacement in the cell between nodes $j$ and $j+1$. Because the weight is linear, this displacement moves a charge per unit area $qn_0\bar\xi_j$ from the left node to the right one. Node $j$ gains from the cell on its left and loses to the cell on its right:

$$
\rho_j=\frac{qn_0}{\Delta x}(\bar\xi_{j-1}-\bar\xi_j),\qquad
R=-\frac{2iqn_0}{\Delta x}\sin\theta\,e^{-i\theta}\hat\xi .
$$

The mean force is the field interpolated to the mean position:

$$
\begin{aligned}
-m\omega^2\hat\xi&=q\hat E\left[(1-f)+fe^{2i\theta}\right]\\
&=q\hat Ee^{i\theta}\left[\cos\theta+i(2f-1)\sin\theta\right].
\end{aligned}
$$

Eliminating $\hat\xi$ cancels the phases $e^{\pm i\theta}$. Inserting $\hat E=-i\kappa R/(\varepsilon_0K^2)$ then leaves the factor $(\kappa/K^2)(2\sin\theta/\Delta x)=\kappa/K=\cos\theta$, so that

$$
\omega^2=\omega_p^2\cos\theta\left[\cos\theta+i(2f-1)\sin\theta\right].
$$

For $f=1/2$ the continuum result returns, even with one particle per cell. For any other $f$, and $0<|\theta|<\pi/2$, $\omega^2$ is complex. Its two square roots have opposite signs, so one of them grows in time. A symmetric matrix of force constants between equal masses would have real squared frequencies; the interpolated forces of an off-centre loading therefore cannot be derived from a potential energy. The converse does not hold: with four centred particles per cell the squared frequencies are real, yet the force matrix is still not symmetric, because the force depends on where the pushed particle sits in its cell while the change in node charge does not depend on where the displaced particle sits.

This formula was tested by differentiating the computed particle forces on a 12-cell grid and finding the eigenvalues. The loadings were one particle per cell at $f=0.5$ and at $f=0.3$, and four equally spaced particles per cell with $f=0.5$ and with $f=0.425$. All squared frequencies agreed with the formula to within $10^{-7}\omega_p^2$, apart from the expected zero modes, in which the node charge or the field vanishes.

As an example, take the late afterglow of a pulsed oxygen processing plasma, with assumed round values: electron density $10^{10}\ \mathrm{cm^{-3}}$, electron temperature 0.05 eV, gas pressure 10 mTorr and gas temperature 300 K. The grid has 64 cells of 0.20 mm, and the wavelength is 1.60 mm, or eight cells. Then

$$
k\Delta x=\frac{2\pi(0.20)}{1.60}=0.785,\qquad
\frac{\omega}{\omega_p}=\cos(0.393)=0.924 .
$$

The density gives $\omega_p=5.64\times10^9$ rad/s, or 898 MHz. The grid frequency is $0.924\times898=830$ MHz, a shift of $-7.6\%$ relative to the cold plasma; the long-wave estimate gives $-7.7\%$. Since density is proportional to frequency squared, a density inferred from this oscillation would be too low by $1-0.924^2$, or about 15%.

Finite time steps shift the frequency separately. In the leapfrog method the acceleration is $(\xi^{n+1}-2\xi^n+\xi^{n-1})/\Delta t^2$, which for an oscillation equals $-(4/\Delta t^2)\sin^2(\omega\Delta t/2)\,\xi^n$. This factor replaces $-\omega^2$, so for centred loading

$$
\sin\frac{\omega\Delta t}{2}=\frac{\omega_p\Delta t}{2}\cos\theta .
$$

For $\omega_p\Delta t=0.20$, a step of 35 ps here, the predicted frequency is $0.9252\omega_p$, which is 0.14% above the continuous-time value. A particle run with four centred particles per cell and an initial displacement amplitude of $10^{-3}\Delta x$ gave the same $0.9252\omega_p$. In that run no particle crosses a node. With many particles per cell and an amplitude of $0.03\Delta x$, so that particles do cross nodes, the eight-cell wave stays within 0.3% of the cosine, but waves at $k\Delta x=\pi/2$ and $3\pi/4$ depart from it by several per cent; short waves need displacements far smaller than a cell.

Loading matters more. With the four particles shifted so that $f=0.425$, the formula gives

$$
\frac{\omega^2}{\omega_p^2}=0.854-0.053i .
$$

The growing root has a rate of about $0.053/(2\times0.924)=0.029$ in units of $\omega_p$, so the amplitude grows by a factor $e$ in 6.2 ns. This applies to cold particles in identical cells while the displacements remain small. The rate rises with $k$ to a maximum of about $0.070\omega_p$ near $k\Delta x=27\pi/32$ (it is $0.069\omega_p$ at $7\pi/8$) and then falls to zero at $k\Delta x=\pi$.

The neglected electron temperature acts in two ways. A group of electrons with velocity $v$ sees the alias $k_p$ at frequency $\omega-k_pv$. In the dispersion relation $1/\omega^2$ is then replaced, for each alias, by an average over the Maxwellian $F(v)$:

$$
1=\omega_p^2\frac{\kappa}{K^2}\sum_pk_pS_p^2
\int\frac{F(v)\,dv}{(\omega-k_pv)^2},\qquad \operatorname{Im}\omega>0 .
$$

Without a grid, expanding the average for small $kv/\omega$ gives $\omega^2\simeq\omega_p^2(1+3k^2\lambda_D^2)$, where $\lambda_D$ is the Debye length. Here $\lambda_D=0.0166$ mm and $k\lambda_D=0.065$, so this physical shift is $+0.64\%$, about a twelfth of the grid shift. The root of the full warm-grid equation is

$$
\frac{\omega}{\omega_p}=0.9303+9.2\times10^{-4}i .
$$

Its real part lies 0.7% above the cold-grid value. Its positive imaginary part means growth, by a factor $e$ in 193 ns. This is not the fastest growth on this grid: at $k\Delta x=9\pi/16$ the same equation gives a rate of about $1.8\times10^{-2}\omega_p$, a factor $e$ in about 10 ns, so a collisionless run cannot be expected to keep the assumed temperature for 193 ns. The rate peaks close to this value, at about $1.9\times10^{-2}\omega_p$ near $k\Delta x=19\pi/32$; from about $k\Delta x=0.7\pi$ upward the waves are damped.

The sign of this growth can be traced to the aliases. Integration by parts turns each average, multiplied by $k_p$, into $-\int F'(v)\,dv/(\omega-k_pv)$. As $\operatorname{Im}\omega\to0^+$, its imaginary part is $\pi F'(\omega/k_p)/|k_p|$. With $\omega>0$ this is negative for $k_p>0$, which damps the wave, and positive for $k_p<0$, which drives it. In the example $|k_{-1}|=7k$ and $k_1=9k$. Including the factor $S_p^2\propto k_p^{-4}$ and the Maxwellian slopes, the driving term of $p=-1$ is about twice the damping term of $p=+1$. The growth is therefore numerical: the cell is 12 Debye lengths wide, and the aliases are slow enough to resonate with thermal electrons.

Collisions act on the amplitude. A friction force $-m\nu\dot\xi$ changes $\omega^2$ to $\omega^2+i\nu\omega$, so weak friction damps the amplitude at the rate $\nu/2$. For neutrals, $\nu$ is gas density times cross-section times mean electron speed; an assumed rough cross-section of $2\times10^{-16}\ \mathrm{cm^2}$ gives $\nu/2=8.5\times10^{-5}\omega_p$. For electron-ion collisions, the usual weak-scattering estimate for Maxwellian electrons and singly charged ions of density $n_0$ is

$$
\nu_{ei}=\frac{4\sqrt{2\pi}\,n_0e^4\ln\Lambda}
{3(4\pi\varepsilon_0)^2m^{1/2}T^{3/2}},\qquad
\Lambda=12\pi n_0\lambda_D^3,
$$

with $T$ in energy units. It is used here for size alone and gives $\nu_{ei}/2=1.7\times10^{-3}\omega_p$, with $\ln\Lambda=7.5$. This exceeds the finite-grid growth rate, so collisions of that strength could suppress the growth of this mode if the two rates simply add. It is only about a tenth of the growth rate at $k\Delta x=9\pi/16$, so at one ion per electron it would not stabilise the grid as a whole. A collisionless calculation has no such damping.

Mobile ions add their own squared plasma frequencies. With $\alpha$ negative ions per electron, neutrality requires $1+\alpha$ positive ions per electron. For singly charged ions of equal mass $M$, $\omega_p^2$ is multiplied by $1+(1+2\alpha)m/M$. An assumed $\alpha=5$ and the mass of atomic oxygen give a shift of 0.02%; heavier molecular ions would give less. The added ions would also scatter electrons: with $1+2\alpha=11$ singly charged ions per electron, the electron-ion rate estimated above for one ion per electron would be about 11 times as large. The damping, about $1.9\times10^{-2}\omega_p$, would then be comparable with the fastest finite-grid growth rate, so the conclusion drawn above for one ion per electron does not carry over to this case.

In a real oxygen reactor an electron temperature as low as that of the example belongs to the afterglow, where the electron density is decaying and need not still be as high as assumed here, and not to the active discharge, where electrons typically have a few eV. At 3 eV and the same density and wavelength, $\lambda_D$ would be larger by $\sqrt{60}$, and $3k^2\lambda_D^2$ would rise from 0.013 to about 0.77. The cold formula would then no longer give the physical frequency of this wave, and neither would the expansion in $k\lambda_D$: the gridless root is about $(1.42-0.16i)\omega_p$, a strongly Landau-damped wave. Real plasmas are also non-uniform: where the local approximation holds, a 10% change in density moves the local plasma frequency by about 5%, comparable with the grid shift found here. Walls and sheaths lie outside the periodic model.

For the afterglow wave, reducing the cell to one Debye length at fixed wavelength would make $k\Delta x=0.065$ and the cold-grid shift about $-0.05\%$, well below the thermal shift; the alias-driven growth of this wave would fall to the order of $10^{-10}\omega_p$. If the coarse cell is kept, the $-7.6\%$ shift can be allowed for through the cosine, but the growth, which is about twenty times faster for waves near $k\Delta x=0.6\pi$ and heats the electrons, cannot be removed by that correction. The numerical output lists the values for the eight-cell wave on the coarse grid.

## Calculated quantities

```
electron density: 1.0e+10 cm^-3
electron temperature: 0.050 eV
gas pressure: 10.0 mTorr
gas temperature: 300 K
cell size: 0.20 mm
number of cells: 64
wavelength: 1.60 mm
k dx: 0.78540 rad
Debye length: 0.01662 mm
dx / Debye length: 12.032
k times Debye length: 0.06528
omega_p: 5.6415e+09 rad/s
true cold frequency: 897.87 MHz
grid cold frequency: 829.52 MHz
grid frequency / plasma frequency: 0.923880
grid shift: -7.612 %
long-wave estimate of shift: -7.711 %
frequency/omega_p: p=0 only, |p|<=1, all aliases
  k dx/pi=0.25: 0.924650, 0.923936, 0.923880
  k dx/pi=0.50: 0.718348, 0.707842, 0.707107
  k dx/pi=0.75: 0.429607, 0.385280, 0.382683
time step: 35.45 ps
omega_p dt: 0.20
particle-run frequency/omega_p: 0.925199
leapfrog prediction/omega_p: 0.925199
time-step frequency shift: 0.1428 %
off-centre mean position f: 0.425
off-centre growth/omega_p: 0.02869
off-centre e-folding time: 6.179 ns
physical thermal shift (Bohm-Gross): 0.637 %
warm grid frequency/omega_p: 0.930347
warm finite-grid growth/omega_p: 9.206e-04
warm growth e-folding time: 192.6 ns
assumed neutral cross-section: 2.0e-16 cm^2
neutral damping/omega_p: 8.538e-05
Coulomb logarithm: 7.457
electron-ion damping/omega_p: 1.718e-03
assumed negative-ion/electron ratio: 5.0
oxygen ion mass: 15.999 u
ion-motion frequency shift: 0.0189 %
```
